# Field-Lowered Escape Barriers at a Charged Centre and a Metal Contact, part 1

(Sections cited here and not found follow in the second part.)

## I. Two barriers and their field coefficients

**Q.** I am told that a field helps an electron to leave a charged centre, and that it helps an electron to leave a metal in much the same way, but with a different coefficient. Before I believe anything about coefficients, tell me what the centre is and what energy you give the electron.

**A.** The centre is a fixed point charge $+e$, where $e$ is positive. It may be a donor that has lost its electron. The electron has charge $-e$ and moves in a uniform, isotropic medium of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. I choose the $z$ axis along the electric force on the electron, so the electric field itself points along $-z$. Its magnitude is $F$, and the force has magnitude $f=eF$.

Energy is counted from an electron at rest far from the centre at zero field. The attraction contributes $-e^2/(4\pi\varepsilon r)$. The uniform force contributes $-fz$, because minus the derivative of this term must be $+f$. With $z=r\cos\theta$ and

$$A=\frac{e^2}{4\pi\varepsilon},$$

the energy is

$$U(r,\theta)=-\frac{A}{r}-fr\cos\theta .$$

The treatment is classical, and $F$ is the macroscopic field inside the medium.

**Q.** Does it matter that the centre is charged after the electron has gone?

**A.** It is essential. A centre that is neutral when empty exerts no $1/r$ attraction on the departing electron. The first term of $U$ is then absent, and what follows does not apply to it.

**Q.** With the field on, your energy falls without limit as $z$ grows. The electron is not truly bound, so what do you mean by a barrier?

**A.** The electron starts close to the centre, where the attraction dominates. Moving along $+z$, it first climbs, because the attraction is stronger than the applied force. Far out the applied force wins and the energy falls. Between the two there is a maximum. On the forward axis $\cos\theta=1$, so

$$\frac{dU}{dr}=\frac{A}{r^2}-f .$$

This vanishes where the two forces balance:

$$r_m=\sqrt{\frac{A}{f}} .$$

The second derivative is $-2A/r^3$, which is negative, so the point is a maximum along the axis. The two terms of the energy there are

$$-\frac{A}{r_m}=-A\sqrt{\frac{f}{A}}=-\sqrt{Af},\qquad -fr_m=-f\sqrt{\frac{A}{f}}=-\sqrt{Af}.$$

They are equal, and their sum is

$$U(r_m)=-2\sqrt{Af}.$$

At zero field the electron had to reach energy zero. On this axis it now has to reach $-2\sqrt{Af}$.

**Q.** You looked along one line. Space has three dimensions, and an electron that finds a lower way round would make your maximum irrelevant.

**A.** Consider the sphere $r=r_m$. An electron that starts inside it and ends far away must cross it somewhere, whatever path it takes. On that sphere both $A/r_m$ and $fr_m$ equal $\sqrt{Af}$, so

$$U(r_m,\theta)=-\sqrt{Af}\,(1+\cos\theta)\ \ge\ -2\sqrt{Af},$$

because $\cos\theta$ cannot exceed one. No path can therefore have a highest point below $-2\sqrt{Af}$. The path along the forward axis has its highest point at that value. It is the lowest pass out of the well.

The pass is a saddle: the energy falls on either side of it along the axis, and rises as one moves sideways on the sphere. The barrier lowering for the charged centre, known as the Poole-Frenkel effect, is thus

$$\Delta_{PF}=2\sqrt{Af}.$$

**Q.** That is the lowering of the pass. You have not shown that the energy needed by the electron falls by the same amount.

**A.** That requires a further assumption about the starting level. If the electron needs an energy $E_i$ to escape at zero field, its bound level lies at $-E_i$. If the field leaves this level where it was, the energy needed becomes

$$E_i-2\sqrt{Af}.$$

A compact bound state centred on the charge has no shift of first order in the field, since its average $z$ is zero. I neglect its shifts of higher order, which requires a state much smaller than $r_m$. The formula also requires $E_i$ to be larger than the lowering. A shallow donor in a strong field can fail both conditions. A pair that starts with a definite separation along the field is a different matter, and its starting energy has to be included.

**Q.** Put the field back in sight. I want a coefficient that multiplies $\sqrt F$.

**A.** Insert $A$ and $f$, and take the factor 2 under the root as a factor 4:

$$2\sqrt{Af}=\sqrt{4\,\frac{e^2}{4\pi\varepsilon}\,eF}=\sqrt{\frac{e^3}{\pi\varepsilon}}\,\sqrt F .$$

Therefore

$$\Delta_{PF}=\beta_{PF}\sqrt F,\qquad \beta_{PF}=\sqrt{\frac{e^3}{\pi\varepsilon}} .$$

**Q.** Why a square root? A weak field usually gives an effect proportional to the field.

**A.** The work done by the applied force up to the pass is force times distance, $fr_m$. The distance is not fixed: it shrinks as $f^{-1/2}$ when the field grows. The product therefore grows as $f^{1/2}$. A well of short range would have its edge at a nearly fixed distance, and the work would then be nearly linear in the field.

The same formula shows where the weak-field limit must fail. As $F\to0$ the pass moves out to infinity. Once $r_m$ is comparable with the distance to other charges, or with the thickness of the film, an isolated centre in an infinite medium is the wrong model. At the other end, a field strong enough to bring $r_m$ down to molecular size makes a uniform permittivity doubtful.

**Q.** Give me a case with numbers.

**A.** Take $\varepsilon_r=3.5$, a rough value for a blend of a polymer and a fullerene, and a field of 0.10 MV/cm. That is the field of 1 V across 100 nm. The constants give $A=0.4114$ eV nm. Since 1 MV/cm exerts a force of 0.1 eV/nm on one elementary charge, $f=0.0100$ eV/nm. Then

$$r_m=\sqrt{\frac{0.4114}{0.0100}}\ \text{nm}=6.41\ \text{nm},$$

$$\Delta_{PF}=2\sqrt{0.4114\times0.0100}\ \text{eV}=0.128\ \text{eV}.$$

The coefficient is the lowering at 1 MV/cm, where $f=0.1$ eV/nm:

$$\beta_{PF}=2\sqrt{0.4114\times0.1}=0.406\ \text{eV}/(\text{MV/cm})^{1/2}.$$

With the field in V/cm instead, this is $4.06\times10^{-4}$ eV/(V/cm)$^{1/2}$.

**Q.** Now the metal. There is no fixed positive charge in front of it. What pulls the electron back?

**A.** The electron repels the mobile electrons of the metal and leaves a positive charge on the nearby surface. Take the metal to be a perfect conductor with a plane surface, and put the electron at height $x$ in the same medium as before. I consider first the potential due to the electron and the charge it induces, without the applied field. This potential must be zero on the surface.

Replace the metal, for the purpose of calculation, by a charge $+e$ at the mirror point, a distance $x$ behind the surface. Every point of the surface is equally far from $-e$ and $+e$, so their potentials cancel there.

**Q.** There is no charge at the mirror point. A trick that makes the surface potential zero need not give the correct force outside.

**A.** It does, because the potential outside is fixed by its conditions. Suppose two potentials had the same electron as their source outside the metal, both were zero on the surface, and both vanished far away. Their difference would have no source outside, so it would obey Laplace's equation there. Such a function equals its average over any small sphere and can have no maximum or minimum in the interior. Being zero on the whole boundary, it is zero everywhere.

The real surface charge therefore produces, outside the metal, the same field as the imagined charge. The separation of the electron and its image is $2x$, and the pull towards the metal is

$$\frac{e^2}{4\pi\varepsilon(2x)^2}=\frac{A}{4x^2}.$$

**Q.** Then the energy is that of two charges at separation $2x$, namely $-A/(2x)$.

**A.** That would be the energy of two independent charges, and it is not the energy here. The energy at $x$ is minus the work needed to carry the electron from $x$ to infinity against the actual pull:

$$\int_x^\infty\frac{A}{4x'^2}\,dx'=\frac A4\left[-\frac1{x'}\right]_x^\infty=\frac{A}{4x}.$$

So the image energy is $-A/(4x)$, half of your value. When the electron moves by $dx$, its image moves as well, and the separation grows by $2\,dx$. The force is that of a pair, but work is done on the electron over only half of the change in separation. The surface charge rearranges along a surface of constant potential, which costs no electrical work.

**Q.** And the applied field?

**A.** Let it push the electron away from the metal. Potentials add, so the applied force $f$ simply adds to the image force. The energy, counted from an electron far from the metal at zero field, is

$$U_{im}(x)=-\frac{A}{4x}-fx .$$

Its derivative is $A/(4x^2)-f$, which vanishes at

$$x_m=\sqrt{\frac{A}{4f}}=\frac12\sqrt{\frac Af}.$$

The second derivative, $-A/(2x^3)$, is negative, so this is a maximum. The two terms there are

$$-\frac{A}{4x_m}=-\frac{A}{2}\sqrt{\frac fA}=-\frac12\sqrt{Af},\qquad -fx_m=-\frac12\sqrt{Af}.$$

Their sum is $-\sqrt{Af}$. The energy depends on $x$ alone, so the barrier is a ridge of uniform height, and every path out of the metal has to cross the plane $x=x_m$. The lowering, known as the Schottky effect, is

$$\Delta_S=\sqrt{Af}=\sqrt{\frac{e^3F}{4\pi\varepsilon}}=\beta_S\sqrt F,\qquad \beta_S=\sqrt{\frac{e^3}{4\pi\varepsilon}} .$$

**Q.** Then the ratio follows by division.

**A.** Yes. At equal permittivity,

$$\frac{\beta_{PF}}{\beta_S}=\sqrt{\frac{e^3/(\pi\varepsilon)}{e^3/(4\pi\varepsilon)}}=\sqrt4=2 .$$

In the example the Schottky lowering is $\sqrt{0.4114\times0.0100}=0.064$ eV, and $\beta_S=0.203$ eV/(MV/cm)$^{1/2}$, or $2.03\times10^{-4}$ eV/(V/cm)$^{1/2}$.

**Q.** I accept the division, but I do not yet see why it should give two. Had I kept my energy $-A/(2x)$, what would I have found?

**A.** Any attraction $-C/x$ with an applied force $f$ has its maximum at $\sqrt{C/f}$ and a lowering $2\sqrt{Cf}$, by the algebra used for the centre. Your energy has $C=A/2$ and would give a ratio of $\sqrt2$. The correct image energy has $C=A/4$. The Coulomb strength is four times smaller than at the fixed centre, and the square root turns four into two.

A direct comparison shows more. Let $s$ be the separation of two opposite charges aligned with the force, with energy $U_{pair}(s)=-A/s-fs$. Set $s=2x$ and take half:

$$\frac12U_{pair}(2x)=\frac12\left(-\frac{A}{2x}-2fx\right)=-\frac{A}{4x}-fx=U_{im}(x).$$

The whole image curve is the pair curve at the same charge separation, reduced by one half.

**Q.** You explained the half in the Coulomb term. Why is there also a half in the field term?

**A.** The applied field does work on the real electron, which has moved out by $x=s/2$. At a fixed centre the electron has moved out by the full separation $s$. Both terms are therefore halved at a given separation.

Halving a curve does not move its maximum. Both barriers peak at the same charge separation, $2x_m=r_m$, and the height measured from zero is halved. In the example the electron is 3.21 nm from the metal at the ridge and 6.41 nm from the fixed charge at the pass. To obtain the centre's 0.128 eV at the contact, the field there must be four times larger.

**Q.** Which permittivity am I to use? Materials have more than one.

**A.** Use the one that describes the polarization able to follow the electron during its passage over the barrier. For a fast passage that is the high-frequency value; for a slow one, the static value. The two effects need not occur on the same time scale. If their permittivities differ, with $\varepsilon_{PF}$ at the centre and $\varepsilon_S$ at the contact, the ratio becomes $2\sqrt{\varepsilon_S/\varepsilon_{PF}}$. The factor two is a statement about equal permittivity.

## II. Geminate pairs, currents and the limits of the exponential

**Q.** Let me restate what I take over. The force on the carrier is $f=eF$, and $A=e^2/(4\pi\varepsilon)$. The energy near a fixed opposite charge is $U=-A/r-fr\cos\theta$. Its pass is at $r_m=\sqrt{A/f}$, lowered by $\Delta_{PF}=2\sqrt{Af}=\beta_{PF}\sqrt F$. At a metal the lowering is half as large, $\beta_S\sqrt F$. In the example $A=0.4114$ eV nm, $f=0.0100$ eV/nm and $\Delta_{PF}=0.128$ eV. But a geminate pair is an electron and a hole made by one photon. The hole can move. Why should a result for a fixed centre apply?

**A.** Write the energy with both positions free. The field pushes the electron along $+z$ and the hole along $-z$ with equal strength, so

$$U=-\frac{A}{|\mathbf r_e-\mathbf r_h|}-fz_e+fz_h=-\frac Ar-f(z_e-z_h),$$

where $\mathbf r=\mathbf r_e-\mathbf r_h$ and $r$ is its length. This is the former function, with $\mathbf r$ now the separation vector. The pass and its lowering are the same.

At equal permittivity, the field lowers the barrier at a fixed charged centre by twice as much as at a metal, and a geminate pair with both charges mobile has the same pass and lowering as the fixed centre. It remains to include the pair's starting energy, to see what the lowering means for escape rates and currents, and to find the probability that a pair escapes rather than recombines.
